\section*{Does atomically thin hexagonal boron nitride act as a low-k insulator?}

\section*{Question}

I need an insulator with a small permittivity to reduce the capacitance between metal layers. Hexagonal boron nitride (h-BN) can be made one atom thick, and I have read that two-dimensional materials screen electric fields weakly. I have also seen calculations in which the permittivity of a monolayer comes out close to 1, and thin capacitors whose extracted permittivity falls as layers are removed. Can I therefore treat a few layers of h-BN as a low-k dielectric, and will making the film thinner lower the capacitance?

\section*{Answer}

No: in the electrostatic model below, thinness does not give h-BN a markedly smaller permittivity, and thinning the film does not lower the capacitance. For a field along the layer normal, a crystalline h-BN film keeps nearly its bulk permittivity as long as its layers respond additively, and bringing the plates closer by removing layers raises the capacitance. The three observations you mention are real effects, but none of them is a small permittivity of the layer in a plate capacitor.

``Low-k'' needs a definition. It often means a relative permittivity below that of silica, roughly 3.9. The static out-of-plane value of bulk h-BN lies above 3; I take 3.5 as a rough typical value. By that label h-BN is marginally low-k, but it does not replace an insulator with $k=2.5$. ``Static'' means that both electrons and ions respond to the field.

\subsection*{What one layer does in a capacitor}

Let two wide plates of area $A$ lie a distance $H$ apart, with charge per area $\pm\sigma$ and $N$ layers parallel to them. Edge fields are neglected. Averaged over the plane, Gauss's law gives the same displacement at every height $z$ between the plates:
\begin{equation}
\varepsilon_0E(z)+P(z)=\sigma ,\qquad
E(z)=E_0-\frac{P(z)}{\varepsilon_0},\qquad E_0=\frac{\sigma}{\varepsilon_0}.
\end{equation}
Here $P$ is the polarization, which vanishes outside the layers. Let its integral across one layer, the dipole moment per area, be $\varepsilon_0\chi E_0$ in linear response. This defines the polarizability length $\chi$, for which no layer thickness has to be chosen. Integrating the field from plate to plate gives
\begin{equation}
V=E_0H-N\chi E_0 ,\qquad
\frac{C}{A}=\frac{\sigma}{V}=\frac{\varepsilon_0}{H-N\chi}.
\label{cap}
\end{equation}

In the bulk there is one layer per spacing $c$, so the mean field is $E_0(1-\chi/c)$. The out-of-plane permittivity $\varepsilon_n$ is the displacement divided by $\varepsilon_0$ times the mean field:
\begin{equation}
\frac1{\varepsilon_n}=1-\frac{\chi}{c},\qquad
\chi=c\left(1-\frac1{\varepsilon_n}\right).
\label{chi}
\end{equation}
With $c=0.33$ nm and $\varepsilon_n=3.5$ this is $\chi=0.236$ nm.

Now place the plates half a spacing beyond the outermost layers, so that $H=Nc$. If $\chi$ is the same for every layer, then $H-N\chi=N(c-\chi)=Nc/\varepsilon_n$, and
\begin{equation}
\frac{C}{A}=\frac{\varepsilon_0\varepsilon_n}{Nc}.
\label{main}
\end{equation}
The permittivity does not depend on $N$, while the capacitance varies as $1/N$. For one layer, with $\varepsilon_0/(1\ \mathrm{nm})=0.885\ \mu\mathrm{F/cm^2}$,
\begin{equation}
\frac{C}{A}=0.885\times\frac{3.5}{0.33}\ \mu\mathrm{F/cm^2}
=9.39\ \mu\mathrm{F/cm^2}.
\end{equation}
Ten layers give $0.94\ \mu\mathrm{F/cm^2}$. Even with $\varepsilon_n=3$, the monolayer would give $8.05\ \mu\mathrm{F/cm^2}$.

\subsection*{Why the layers nearly add}

Equation (\ref{main}) assumes that a layer responds as it does in the bulk. Electrostatic coupling between layers could spoil this, and a simple model shows its size. Replace each layer by a triangular lattice of point dipoles $p$ along the normal, with lattice constant $a=0.25$ nm and cell area $A_c=\sqrt3a^2/2$. Stack the layers directly above one another. In this subsection I use Gaussian units.

Start with unit charges on the lattice. Their charge density has Fourier components $1/A_c$ at the reciprocal vectors $\mathbf G$. For $G\ne0$, Laplace's equation makes each potential component proportional to $e^{-G|z|}$. Its slope must jump by $-4\pi/A_c$ at the plane, so the component is $2\pi e^{-G|z|}/(A_cG)$. A dipole is a pair of displaced opposite charges, so its potential follows by applying $-p\,\partial_z$. For $z>0$ the nonuniform part is
\begin{equation}
\phi(\mathbf r,z)=\frac{2\pi p}{A_c}
\sum_{\mathbf G\ne0}e^{i\mathbf G\cdot\mathbf r-Gz}.
\end{equation}
The $G=0$ part of the charge potential is $-2\pi|z|/A_c$. For dipoles it becomes the constant $\pm2\pi p/A_c$ above and below the plane. It produces a potential jump $4\pi p/A_c$ but no field outside. A direct lattice sum reproduces this jump to within 0.1\%. The field above a lattice site is therefore only the ripple
\begin{equation}
pF(z)=-\frac{\partial\phi}{\partial z}
=\frac{2\pi p}{A_c}\sum_{\mathbf G\ne0}G e^{-Gz}.
\end{equation}
The shortest reciprocal vector has $G_1=4\pi/(\sqrt3a)$, so $G_1c\approx9.6$ and the ripple is strongly damped at the next layer.

Within a layer, the neighbours at distances $\rho$ oppose the applied field by $pS$, where $S=\sum\rho^{-3}$. With site polarizability $\alpha$ and two adjacent layers,
\begin{equation}
p=\alpha\left[E_0-Sp+2F(c)p\right],\qquad
p=\frac{\alpha E_0}{1+\alpha S-2\alpha F(c)}.
\end{equation}
For an isolated layer $F$ is absent and the potential jump $4\pi p/A_c$ equals $\chi E_0$, so $\chi=4\pi\alpha/[A_c(1+\alpha S)]$. I choose $\alpha$ so that this is the $\chi$ of Eq.~(\ref{chi}). With the triangular-lattice sum $S=11.03/a^3$, this gives $\alpha S=2.53$ and $\alpha F(c)=0.0050$: coupling within a layer is strong, coupling between layers is weak. To first order the latter raises $p$, and hence $\chi$, by the fraction
\begin{equation}
\frac{\delta\chi}{\chi}\simeq\frac{2\alpha F(c)}{1+\alpha S}
=\frac{0.0101}{3.53}=0.0029.
\end{equation}
The capacitance contains $c-\chi$, whose relative change is larger by $\chi/(c-\chi)=\varepsilon_n-1=2.5$. This gives 0.7\%. Solving the coupled dipoles for 1 to 12 layers, including their images in the plates, gives the same deviation of about 0.7\% from Eq.~(\ref{main}) for every $N$. It arises because $\alpha$ was fitted to an isolated layer; within the model the permittivity does not change with $N$, for the following reason.

Even a single layer has neighbours here. The image of a normal dipole in a metal plate points the same way, and a plate at distance $c/2$ puts that image at distance $c$. The images therefore continue the stack.

The dipole model does not test changes in electronic overlap between layers or with the metal. One can ask how large they would have to be. At fixed assigned thickness $c$, lowering $k$ to 3 requires $\chi=c(1-1/3)=0.220$ nm, a fall of 6.7\%. Reaching $k=2.5$ requires a fall of 16\%. For point dipoles stacked directly above one another, losing the electrostatic coupling to neighbouring layers changes $\chi$ by about 0.3\%. This number depends on the model. If each dipole is a pair of charges at $\pm h$ from the plane, every ripple term gains a factor $[\sinh(Gh)/(Gh)]^2$, and the change becomes 0.7\% for $h=0.06$ nm and 3\% for $h=0.10$ nm. If the next layer sits above the hollow sites, the change has the opposite sign and a little under half the size. All these values stay below the 6.7\% needed for $k=3$, but for extended dipoles the margin is only about a factor of two. The effect of electronic changes, and with it a precise monolayer value, must come from an electronic-structure calculation or a measurement.

\subsection*{Why the extracted permittivity can fall}

Real contacts can add a length in series with the film. A small gap, or penetration of the field into the electrodes, can be written as an equivalent vacuum length $g$. If $g$ does not depend on $N$, the voltages add at fixed charge:
\begin{equation}
\frac{\varepsilon_0A}{C}=g+\frac{Nc}{\varepsilon_n}.
\label{contact}
\end{equation}
Someone who assigns the whole capacitance to a film of thickness $t=Nc$ obtains
\begin{equation}
k_{\mathrm{app}}=\frac{Ct}{\varepsilon_0A}
=\frac{t}{g+t/\varepsilon_n}.
\end{equation}
This tends to $\varepsilon_n$ for $t\gg\varepsilon_ng$ and to $t/g$ for $t\ll\varepsilon_ng$. It falls on thinning although the film's permittivity is fixed. For a chosen $g=0.10$ nm:

\begin{center}
\begin{tabular}{cccc}
$N$ & $C/A$, $g=0$ & $C/A$, $g=0.10$ nm & $k_{\mathrm{app}}$\\
 & ($\mu$F/cm$^2$) & ($\mu$F/cm$^2$) & \\
1 & 9.39 & 4.56 & 1.70\\
3 & 3.13 & 2.31 & 2.59\\
6 & 1.57 & 1.33 & 2.97\\
10 & 0.94 & 0.85 & 3.16
\end{tabular}
\end{center}

The apparent permittivity of the monolayer is 1.70, yet its capacitance is more than five times that of ten layers. A series of thicknesses separates the two effects: by Eq.~(\ref{contact}), the slope of $\varepsilon_0A/C$ against $t$ is $1/\varepsilon_n$ and the intercept is $g$. The slope for the coupled-dipole capacitor gives 3.53, the small excess over 3.5 being the interlayer coupling found above.

Thinning raises $C$ under a wider condition than constant $\varepsilon_n$. Let $X_N$ be the sum of the layers' polarizability lengths when there are $N$ of them, with $g$ fixed. Since $\varepsilon_0A/C=g+Nc-X_N$, removing a layer from $N+1$ raises $C$ if
\begin{equation}
c-(X_{N+1}-X_N)>0 .
\end{equation}
The conclusion would fail if the added layer increased the total polarizability length by more than $c$, or if $g$ grew enough on thinning.

\subsection*{Why a calculated monolayer value can approach 1}

Periodic calculations often place one layer in a cell of height $L$ that is mostly vacuum. The mean field over the cell is $E_0(1-\chi/L)$, so the cell-averaged permittivity is
\begin{equation}
\varepsilon_{\mathrm{cell}}=\frac{1}{1-\chi/L}=\frac{L}{L-\chi}.
\end{equation}
For $L=1$, 2 and 4 nm it is 1.31, 1.13 and 1.06. The layer is the same each time; only the amount of vacuum has changed. The quantity to take from such a calculation is $\chi$, which Eq.~(\ref{cap}) converts into a capacitance for the actual plate distance.

\subsection*{Where weak two-dimensional screening does occur}

Weak screening is a property of a free-standing film and charges that vary slowly along it. Treat the film as a continuum of thickness $t$, with in-plane permittivity $\varepsilon_p$, and put a charge sheet $\sigma_q\cos qx$ at its middle, $z=0$. Write the potential as $\phi(z)\cos qx$. Inside and outside the film,
\begin{equation}
\varepsilon_n\phi''=\varepsilon_pq^2\phi ,\qquad
\phi''=q^2\phi .
\end{equation}
With $s=q\sqrt{\varepsilon_p/\varepsilon_n}$, the solution in the upper half of the film is $\phi=a_1\cosh sz-b_1\sinh sz$; outside it decays as $e^{-qz}$. By symmetry half the flux goes up, so $\varepsilon_0\varepsilon_nsb_1=\sigma_q/2$. Setting $K=\sqrt{\varepsilon_p\varepsilon_n}$, we have $\varepsilon_ns=Kq$ and $b_1=\sigma_q/(2\varepsilon_0Kq)$.

At $z=t/2$ the potential and the normal displacement are continuous, which requires $-\varepsilon_n\phi'=q\phi$ on the film side. After division by $q\cosh(st/2)$, with $T=\tanh(st/2)$,
\begin{equation}
K(b_1-a_1T)=a_1-b_1T ,\qquad
a_1=b_1\frac{K+T}{1+KT}.
\end{equation}
The potential at the sheet is $a_1$; without the film it would be $\sigma_q/(2\varepsilon_0q)$. Their ratio defines the lateral screening factor
\begin{equation}
\varepsilon_{\mathrm{lat}}(q)=\frac{K(1+KT)}{K+T}.
\end{equation}
For $qt\to0$, $T\simeq(qt/2)\sqrt{\varepsilon_p/\varepsilon_n}$. Expanding to first order gives
\begin{align}
\varepsilon_{\mathrm{lat}}
&\simeq1+T\left(K-\frac1K\right)=1+qr_0,\\
r_0&=\frac t2\left(\varepsilon_p-\frac1{\varepsilon_n}\right).
\end{align}
For a monolayer with a rough $\varepsilon_p=7$ and $t=0.33$ nm, $r_0=1.11$ nm. The full formula gives 1.67, 1.07 and 1.007 at lateral wavelengths of 10, 100 and 1000 nm. In the opposite limit $T\to1$ and $\varepsilon_{\mathrm{lat}}\to K$, as in a thick crystal; for a monolayer that limit lies at wavelengths of about 1 nm and below, where the continuum model is no longer reliable.

Thus $\varepsilon_{\mathrm{lat}}\to1$ because the field of a long charge wave lies mostly in the vacuum around the film. In a wide plate capacitor the uniform field must cross the film, and this escape route is absent.

\subsection*{What matters between two metal levels}

Two comparisons must be kept apart. If the plates follow the film as it is thinned, $C$ rises. If the plate spacing $s_0$ is fixed, the question is what fills it. Let h-BN of total thickness $b$ replace part of a filling with permittivity $k_f$. The displacement is common to all parts and their voltages add, so
\begin{equation}
\frac{s_0}{k_{\mathrm{stack}}}
=\frac{s_0-b}{k_f}+\frac b{\varepsilon_n}.
\end{equation}
The h-BN raises the capacitance when $\varepsilon_n>k_f$. Take $s_0=20$ nm, $k_f=2.5$, and three layers on each plate, so that $b=1.98$ nm:
\begin{equation}
k_{\mathrm{stack}}=\frac{20}{18.02/2.5+1.98/3.5}=2.57.
\end{equation}
The capacitance rises by 2.9\%, from 0.1107 to $0.1139\ \mu\mathrm{F/cm^2}$. Filling the whole gap with h-BN would give $0.1549\ \mu\mathrm{F/cm^2}$, 40\% above the original. A thin h-BN liner may be acceptable for another purpose, such as a barrier, but here it costs capacitance. The 2.9\% holds for wide plates only. Around narrow lines part of the field runs along the sheet, where $\varepsilon_p\approx7$ applies, and the cost is larger. For lines 20 nm wide, 40 nm tall and 20 nm apart, between grounded planes 20 nm above and below, with flat 1 nm sheets on both faces of each gap, a two-dimensional solution gives a rise of about 4\% when the lines share one potential and about 6\% when neighbouring lines have opposite potentials.

\subsection*{Large capacitance does not mean good insulation}

At 0.7 V and without contact lengths, the mean field is 21 MV/cm across one layer, 7.1 across three and 2.1 across ten. Against a rough breakdown field of 10 MV/cm, at least three layers are needed. Applying one threshold to all thicknesses is itself an approximation.

Direct tunnelling sets a stricter limit. Take a rough barrier $\Phi=3$ eV and mass $m=0.5\,m_e$, equal in all directions. Then $\kappa=\sqrt{2m\Phi}/\hbar=6.3$ nm$^{-1}$. I set the interface prefactor to one and assume that the electrodes supply all lateral wavevectors $k$ that matter. At small bias and zero temperature each lateral mode contributes $2e^2/h$ times its transmission, spin included. With $u=\sqrt{\kappa^2+k^2}$ and $k\,dk=u\,du$,
\begin{align}
\frac{\mathcal G}{A}
&=\frac{2e^2}{h}\int_0^\infty\frac{k\,dk}{2\pi}\,
e^{-2t\sqrt{\kappa^2+k^2}}
=\frac{2e^2}{h}\frac1{2\pi}\int_\kappa^\infty u\,e^{-2tu}\,du
\nonumber\\
&=\frac{2e^2}{h}\frac{e^{-2\kappa t}}{2\pi}
\left(\frac{\kappa}{2t}+\frac1{4t^2}\right),
\end{align}
where the last step is an integration by parts. The time $C/\mathcal G$, in which the charge of an isolated capacitor falls by a factor $e$ at small bias, is about $4\times10^{-14}$ s for one layer, $2\times10^{-10}$ s for three, $5\times10^{-5}$ s for six and 800 s for ten. The exponential makes the longer times very sensitive to the rough barrier and mass: for ten layers, a mass of $0.4\,m_e$ gives about 10 s and $0.6\,m_e$ about ten hours. The prefactor matters too: an exact rectangular barrier between free-electron metals with a Fermi energy of 5.5 eV shortens all four times by a factor of 3 to 4. The monolayer time is comparable to the period of the out-of-plane optical phonon, about $4\times10^{-14}$ s, so the static $C$ does not apply there; the value only says that one layer does not hold charge. The steep growth with thickness is the reliable part, not the individual values. In a layered crystal the mass also depends on direction, and the one along the normal sets $\kappa$.

Bias shortens the time. For a linearly falling barrier, the exponent at the emitter's Fermi level becomes $2\kappa t\int_0^1\sqrt{1-eVx/\Phi}\,dx$. For ten layers at 0.7 V this raises the transmission there by a factor of 12. Electrons lower in the bias window meet a higher barrier, so the total current gains less than this factor. Temperature matters less. Near the Fermi level the transmission grows with energy as $e^{E/d}$, with $d=\Phi/(\kappa t)$. Averaging this over the thermal window $-\partial f/\partial E$, where $f$ is the Fermi function, multiplies the small-bias conductance by $x/\sin x$, with $x=\pi k_BT/d$. For ten layers at 300 K this is a correction of about 5\%.

\subsection*{How this compares with real films}

The spacing, lattice constant and permittivities used here are rough values for crystalline h-BN, and $k_f=2.5$ is in the range of porous low-k insulators. Two assumptions are easily broken in a device: wide plates, discussed above, and ideal contact. In the model, $g=0.10$ nm halves the monolayer capacitance but lowers that of ten layers by about 10\%; trapped residue or a rough electrode can make $g$ larger. Defects add leakage paths that the tunnelling estimate omits. Disordered or porous boron nitride has a different density and bonding, so its permittivity must be judged separately. The numerical output below lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
layer spacing c = 0.33 nm, lattice constant = 0.25 nm
rough permittivities: normal 3.5, in-plane 7.0
polarizability length chi = 0.2357 nm
dipole-plane potential jump, sum/formula = 0.99974
in-plane coupling alpha*S = 2.534
one-neighbour coupling alpha*F(c) = 0.00504
largest deviation from additivity = 0.71 percent
k from slope with contacts, dipole model = 3.525
fall of chi needed for k = 3.0: 6.7 percent
fall of chi needed for k = 2.5: 16.0 percent
monolayer C/A if k were 3: 8.05 uF/cm2
contact length g = 0.10 nm
N = 1: thickness 0.33 nm
  C/A ideal 9.391 uF/cm2
  C/A with contacts 4.557 uF/cm2
  apparent k with contacts 1.70
  field at 0.7 V, no contacts: 21.21 MV/cm
  leakage time C/G 4.1e-14 s
N = 3: thickness 0.99 nm
  C/A ideal 3.130 uF/cm2
  C/A with contacts 2.313 uF/cm2
  apparent k with contacts 2.59
  field at 0.7 V, no contacts: 7.07 MV/cm
  leakage time C/G 1.8e-10 s
N = 6: thickness 1.98 nm
  C/A ideal 1.565 uF/cm2
  C/A with contacts 1.330 uF/cm2
  apparent k with contacts 2.97
  field at 0.7 V, no contacts: 3.54 MV/cm
  leakage time C/G 4.8e-05 s
N = 10: thickness 3.30 nm
  C/A ideal 0.939 uF/cm2
  C/A with contacts 0.849 uF/cm2
  apparent k with contacts 3.16
  field at 0.7 V, no contacts: 2.12 MV/cm
  leakage time C/G 7.6e+02 s
cell-averaged k, one layer in 1 nm: 1.308
cell-averaged k, one layer in 2 nm: 1.134
cell-averaged k, one layer in 4 nm: 1.063
lateral screening length r0, monolayer = 1.108 nm
lateral eps at wavelength 10 nm: 1.6714
lateral eps at wavelength 100 nm: 1.0694
lateral eps at wavelength 1000 nm: 1.0070
gap 20 nm, filling k = 2.5, h-BN 0.99 nm per plate
C/A filling only 0.1107 uF/cm2
C/A with h-BN liners 0.1139 uF/cm2
stack k = 2.573, rise 2.91 percent
C/A all h-BN 0.1549 uF/cm2
rough breakdown field = 10 MV/cm
least layers below breakdown at 0.7 V: 3
rough barrier 3.0 eV, mass 0.5 m_e
tunnelling decay constant = 6.275 1/nm
N = 10 bias factor at 0.7 V: 12.4
N = 10 thermal factor at 300 K: 1.054
\end{verbatim}
